# Interface Occupancy of Segregated Dopants from the McLean Relation: a numerical check

```python
# Result under test: the McLean occupancy of interface sites by dopants,
#   theta/(1-theta) = x/(1-x) * exp(E/(k T)),
# theta: occupied fraction of interface sites; x: equilibrium bulk site fraction;
# E: energy released when a dopant moves from bulk to interface (eV);
# T: temperature (K); k: Boltzmann constant (eV/K).
# The independent road is the canonical sum over all numbers of dopants at the
# interface, for non-interacting dopants with at most one dopant per site.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.special import gammaln

k = physical_constants["Boltzmann constant in eV/K"][0]


def mclean(gain, temperature, bulk_fraction):
    a = bulk_fraction / (1 - bulk_fraction) * np.exp(gain / (k * temperature))
    return a / (1 + a)


def canonical_occupancy(gain, temperature, n_interface, n_bulk, n_dopants):
    """Mean interface occupancy from the weights of all possible m."""
    m = np.arange(min(n_interface, n_dopants), dtype=float)
    log_ratio = (np.log((n_interface - m) / (m + 1))
                 + np.log((n_dopants - m) / (n_bulk - n_dopants + m + 1))
                 + gain / (k * temperature))
    log_weight = np.concatenate(([0.0], np.cumsum(log_ratio)))
    weight = np.exp(log_weight - log_weight.max())
    return weight @ np.arange(len(weight)) / weight.sum() / n_interface


def finite_layer_occupancy(gain, temperature, initial_fraction, sites_ratio):
    """Smaller root of the quadratic that includes bulk depletion."""
    K = np.exp(gain / (k * temperature))
    A = (K - 1) / sites_ratio
    B = 1 - initial_fraction + K * initial_fraction + K / sites_ratio
    C = K * initial_fraction
    return 2 * C / (B + np.sqrt(B * B - 4 * A * C))


E, T, x = 0.50, 773.0, 1e-4
kT = k * T
theta = mclean(E, T, x)

# The canonical sum against explicit enumeration on a tiny lattice
# (sites 0, 1, 2 are interface sites, seven others are bulk sites).
numerator = denominator = 0.0
for occupied in combinations(range(10), 3):
    at_interface = sum(site < 3 for site in occupied)
    w = np.exp(at_interface * 0.05 / kT)
    numerator += w * at_interface / 3
    denominator += w
assert abs(numerator / denominator - canonical_occupancy(0.05, T, 3, 7, 3)) < 1e-12


# Derivative of the logarithm of the number of arrangements.
def log_binomial(N, m):
    return gammaln(N + 1) - gammaln(m + 1) - gammaln(N - m + 1)


for N, m in ((1e6, 1.5e5), (1e6, 7e5)):
    slope = (log_binomial(N, m + 1) - log_binomial(N, m - 1)) / 2
    assert abs(slope - np.log((N - m) / m)) < 1e-4


# Large reservoir: at most 100 of 1e6 dopants leave the bulk, so the
# bulk fraction stays at 1e-4 to within a relative 1e-4.
def reservoir_sum(gain, temperature):
    return canonical_occupancy(gain, temperature, 100, 1e10, 1e6)


theta_sum = reservoir_sum(E, T)
for gain, temperature in ((E, T), (0.45, T), (0.55, T), (E, 673.0), (E, 873.0)):
    difference = reservoir_sum(gain, temperature) - mclean(gain, temperature, x)
    assert abs(difference) < 3e-5
assert 0.14 < theta_sum < 0.16

# Sensitivities against finite differences of the canonical sum.
slope_E = theta * (1 - theta) / kT
slope_T = -theta * (1 - theta) * E / (kT * T)
numeric_E = (reservoir_sum(E + 1e-3, T) - reservoir_sum(E - 1e-3, T)) / 2e-3
numeric_T = (reservoir_sum(E, T + 1) - reservoir_sum(E, T - 1)) / 2
assert abs(numeric_E / slope_E - 1) < 1e-3
assert abs(numeric_T / slope_T - 1) < 1e-3

# Half-filling temperature.
T_half = E / (k * np.log((1 - x) / x))
assert abs(reservoir_sum(E, T_half) - 0.5) < 5e-5

# Finite layer: the sum must approach the quadratic root as the system grows.
R = 10000
theta_layer = finite_layer_occupancy(E, T, x, R)
errors = []
for n_interface in (200, 2000):
    n_bulk = n_interface * R
    n_dopants = round(n_bulk * x)
    exact = canonical_occupancy(E, T, n_interface, n_bulk, n_dopants)
    errors.append(abs(exact - theta_layer))
assert errors[0] < 1e-3 and errors[1] < 2e-4
assert errors[0] > 5 * errors[1]
x_left = x - theta_layer / R

boltzmann = np.exp(E / kT)
a = x / (1 - x) * boltzmann
unsaturated = x * boltzmann
assert unsaturated > theta_sum

print(f"Segregation gain E = {E:.2f} eV")
print(f"Temperature T = {T:.0f} K")
print(f"Equilibrium bulk site fraction x = {x:.1e}")
print(f"Boltzmann constant k = {k:.6e} eV/K")
print(f"Thermal energy kT = {kT:.6f} eV")
print(f"E/kT = {E / kT:.4f} (no unit)")
print(f"Boltzmann factor exp(E/kT) = {boltzmann:.1f} (no unit)")
print(f"Ratio a = theta/(1-theta) = {a:.5f} (no unit)")
print(f"McLean occupancy theta = {theta:.5f} = {100 * theta:.2f} percent")
print(f"Canonical sum, large reservoir = {theta_sum:.5f} (site fraction)")
print(f"Unsaturated estimate x exp(E/kT) = {unsaturated:.5f} (site fraction)")
print(f"Unsaturated estimate too high by {100 * (unsaturated / theta - 1):.1f} percent")
print(f"Enrichment theta/x = {theta / x:.0f} (no unit)")
print(f"Slope with gain = {slope_E:.4f} per eV")
print(f"Slope with temperature = {slope_T:.3e} per K")
for gain in (0.45, 0.55):
    print(f"Occupancy at E = {gain:.2f} eV, 773 K = {mclean(gain, T, x):.4f}")
for temperature in (673.0, 873.0):
    print(f"Occupancy at 0.50 eV, T = {temperature:.0f} K = "
          f"{mclean(E, temperature, x):.4f}")
print(f"Half-filling temperature = {T_half:.1f} K")
print(f"Finite layer: bulk sites per interface site R = {R}")
print(f"Finite layer: initial bulk site fraction x0 = {x:.1e}")
print(f"Finite layer: occupancy = {theta_layer:.5f} (site fraction)")
print(f"Finite layer: bulk site fraction left = {x_left:.4e}")
print(f"Initial fraction needed to end at x = 1e-4: {x + theta / R:.4e}")
print(f"Sum minus root, 200 interface sites: {errors[0]:.1e} (absolute)")
print(f"Sum minus root, 2000 interface sites: {errors[1]:.1e} (absolute)")
print("ALL CHECKS PASSED")
```

Printed output:

```
Segregation gain E = 0.50 eV
Temperature T = 773 K
Equilibrium bulk site fraction x = 1.0e-04
Boltzmann constant k = 8.617333e-05 eV/K
Thermal energy kT = 0.066612 eV
E/kT = 7.5062 (no unit)
Boltzmann factor exp(E/kT) = 1819.2 (no unit)
Ratio a = theta/(1-theta) = 0.18194 (no unit)
McLean occupancy theta = 0.15393 = 15.39 percent
Canonical sum, large reservoir = 0.15393 (site fraction)
Unsaturated estimate x exp(E/kT) = 0.18192 (site fraction)
Unsaturated estimate too high by 18.2 percent
Enrichment theta/x = 1539 (no unit)
Slope with gain = 1.9552 per eV
Slope with temperature = -1.265e-03 per K
Occupancy at E = 0.45 eV, 773 K = 0.0791
Occupancy at E = 0.55 eV, 773 K = 0.2782
Occupancy at 0.50 eV, T = 673 K = 0.3569
Occupancy at 0.50 eV, T = 873 K = 0.0715
Half-filling temperature = 630.0 K
Finite layer: bulk sites per interface site R = 10000
Finite layer: initial bulk site fraction x0 = 1.0e-04
Finite layer: occupancy = 0.13586 (site fraction)
Finite layer: bulk site fraction left = 8.6414e-05
Initial fraction needed to end at x = 1e-4: 1.1539e-04
Sum minus root, 200 interface sites: 7.2e-05 (absolute)
Sum minus root, 2000 interface sites: 7.1e-06 (absolute)
ALL CHECKS PASSED
```
